# Why electrons break silicon-deuterium bonds less readily than silicon-hydrogen bonds

**Q.** I pass current near a passivated silicon interface, and I want to know why deuterium should hold on better than hydrogen. The two bonds are chemically the same. What changes?

**A.** The electronic energy surface is the same, so the spring constants are the same and the masses differ. For a light atom of mass $m$ bending against silicon with spring $k$, $\omega\simeq\sqrt{k/m}$, so

$$\omega_D\simeq\omega_H\sqrt{m_H/m_D}.$$

I set the Si-H bend at 650 wavenumbers. Mass scaling then puts the Si-D bend at 460, a quantum of 0.057 eV instead of 0.081 eV. Silicon's phonons end near 520 wavenumbers, so the hydrogen bend lies above the band and the deuterium bend inside it. A deuterium quantum can leave as one silicon phonon; a hydrogen quantum cannot.

**Q.** Show me that "cannot". Hydrogen is attached to the lattice too.

**A.** Take a harmonic lattice and atomic units, $\hbar=1$. Let $x$ be the mass-weighted sideways coordinate of the light atom, and $y_q$ the normal coordinates of everything else, found with $x$ held fixed. With couplings $c_q$,

$$\ddot x=-\omega_0^2x-\sum_q c_qy_q,\qquad \ddot y_q=-\omega_q^2y_q-c_qx .$$

Here $\omega_0$ is the frequency in a clamped lattice. For motion as $e^{-i\omega t}$ the second equation gives $y_q=-c_qx/(\omega_q^2-\omega^2)$. Inserting this in the first,

$$\left[\omega_0^2-\omega^2-\Sigma(\omega)\right]x=0,\qquad \Sigma(\omega)=\sum_q\frac{c_q^2}{\omega_q^2-\omega^2}.$$

Causality requires $\omega\to\omega+i0^+$. For positive frequencies each term then has the imaginary part

$$\pi c_q^2\,\delta(\omega_q^2-\omega^2)=\frac{\pi c_q^2}{2\omega}\,\delta(\omega-\omega_q).$$

Compare with a damped oscillator, $\ddot x+\gamma\dot x+\omega_0^2x=0$, whose bracket is $\omega_0^2-\omega^2-i\gamma\omega$. Hence $\gamma=\mathrm{Im}\,\Sigma/\omega$, or

$$\gamma(\omega)=\frac{\pi}{2\omega^2}\sum_q c_q^2\,\delta(\omega-\omega_q).$$

For weak damping the energy falls as $e^{-\gamma t}$. Above the band the delta functions have nothing to meet, and $\gamma=0$. The hydrogen bend still drags nearby silicon atoms along, but that motion is part of a localized vibration and carries no energy away.

**Q.** I was told that the point is a resonance with a bulk phonon near 460 wavenumbers. Is that different?

**A.** It is a narrower claim. The formula asks for phonons at the bend frequency that couple to the bond. A high phonon density there helps, but coincidence with one particular phonon is not required.

I examined this in a slab with Keating forces: springs for bond lengths and bond angles, one Si-H bond on a (111) face, and the neighbouring surface atoms tied to an oxide held at rest. The model's band top is 520 wavenumbers. Its transverse optical phonon at the zone boundary X lies at 482, so it is not placed on top of the deuterium bend. In the slab the coupled deuterium motion peaks near 435; the 460 used here is the mass-scaled value.

I then gave the light atom a sideways kick and followed the energy left in the bond: its kinetic energy plus the energy of the springs that hold it. Between 0.5 and 1 ps, hydrogen keeps on average 83% of the kick and deuterium 7%.

Two variations separate the cause from the coincidence. First, in a smaller slab with all springs and the silicon mass fixed, I varied the light mass. The share kept falls from 0.83 for hydrogen to 0.71 and 0.47 for fictitious masses of 1.25 and 1.5 u, then to 0.11 for deuterium and 0.07 for tritium, whose scaled bend is at 376. Deuterium is nonetheless well placed: in a slab of 3457 atoms the share kept is 0.14, 0.08 and 0.18 for scaled bends at 486, 460 and 435. But the leak does not depend on hitting that position. The corresponding decay times, defined below and integrated to 1 ps, are 0.23, 0.20 and 0.27 ps. Tritium, at 376, keeps 0.07 and decays in 0.18 ps in the same slab, so deuterium's position is best only among nearby frequencies. Secondly, I kept the deuterium and the springs but made the silicon 1.8 times heavier. The band then ends at 388, below the bend, and deuterium keeps 78%. Moving the band away removes the leak.

**Q.** So what is the deuterium lifetime? Can I put numbers in your formula for $\gamma$?

**A.** You can, but the coupling is too strong for the result to be accurate. At 460 wavenumbers, with the discrete phonon spectrum smoothed by 10 wavenumbers, $\gamma$ is about 55 wavenumbers, or 47 in the slab of 3457 atoms. That means roughly 0.1 ps, little more than one vibration period. It also changes quickly with frequency: in that slab it is 30 wavenumbers at 435 and 75 at 480.

A definition that survives strong damping is better. Let $\varepsilon(t)$ be the share of a kick's energy still in the bond after time $t$, and define

$$\tau=\int_0^\infty\varepsilon(t)\,dt .$$

Suppose electrons deliver kicks of random sign and mean-square momentum $p^2$ at a rate $\nu$. In a harmonic lattice the motions add. The energy is quadratic, and the cross terms between independent kicks average to zero. Each kick brings $p^2/2m$, so the steady excess energy is

$$\Delta E=\nu\frac{p^2}{2m}\int_0^\infty\varepsilon(t)\,dt=\nu\frac{p^2}{2m}\,\tau .$$

This $\tau$ is therefore the time that matters for heating, and it becomes $1/\gamma$ for weak damping.

For deuterium, integration to 1 ps gives $\tau_D\simeq0.20$ ps. This covers the fast loss and is a lower bound, because a weak tail remains: in a slab whose distant atoms absorb the outgoing waves, the integral reaches 0.30 ps at 2.5 ps and is still growing. I use 0.20 ps below; doubling it changes the even-ladder isotope ratio at 10 nA, found later, by only 7%. The decay is not a clean exponential: the share is 0.07 at 0.2 ps but 0.23 at 0.5 ps. The second half picosecond contributes $0.073\times0.5\simeq0.04$ ps to the integral. That return is not an echo from the slab's boundaries: in the slab of 3457 atoms the share at 0.5 ps is again 0.23, and $\tau_D$ is again 0.20 ps. The lattice near the bond hands some energy back. Without the oxide support, a smaller slab gives 0.16 ps, against 0.22 ps with it.

**Q.** If harmonic forces in the silicon never damp hydrogen, what does?

**A.** Anharmonic forces, which let one quantum split into two phonons. In the Keating model each force term is $V=\tfrac12c\,q^2$ with $q=\mathbf A\cdot\mathbf B-\mathbf a\cdot\mathbf b$. Here $\mathbf A,\mathbf B$ are two bond vectors from one atom and $\mathbf a,\mathbf b$ their rest values; for a bond stretch the two coincide. Write $\mathbf A=\mathbf a+\delta\mathbf A$, and likewise for $\mathbf B$. Then

$$q=L+S,\quad L=\mathbf a\cdot\delta\mathbf B+\mathbf b\cdot\delta\mathbf A,\quad S=\delta\mathbf A\cdot\delta\mathbf B,$$

$$V=\tfrac12cL^2+cLS+\tfrac12cS^2 .$$

The middle term is cubic. Keep its part linear in the bend coordinate $Q$ and quadratic in phonon coordinates: $V_3=\tfrac12Q\sum_{jk}M_{jk}y_jy_k$. A coordinate of frequency $\omega$ has $|\langle1|y|0\rangle|=(2\omega)^{-1/2}$. For two different phonons the $j,k$ and $k,j$ terms cancel the half, so the amplitude is

$$V_{jk}=\frac{M_{jk}}{\sqrt{8\,\Omega\,\omega_j\omega_k}},$$

with $\Omega$ the bend frequency. At temperature $T$, emission carries the factor $(n_j+1)(n_k+1)$ and the reverse process $n_jn_k$. The mean bend energy relaxes at the difference, $1+n_j+n_k$. The golden rule gives

$$\frac1{\tau_H}=\pi\sum_{jk}|V_{jk}|^2(1+n_j+n_k)\,\delta(\Omega-\omega_j-\omega_k).$$

The prefactor is $\pi$ rather than $2\pi$ because the sum counts each different pair twice. It is also right for $j=k$: there the amplitude is $\tfrac12\sqrt2\,V_{jj}$, whose square is half of $V_{jj}^2$. Absorbing one phonon while emitting another cannot help, since the emitted one would have to lie above the band.

The result is 25 ps at zero temperature and 13 ps at 300 K. An equal split into two phonons of 325 wavenumbers would give a thermal factor of only 1.5, not the 1.9 found. At fixed total frequency $n_j+n_k$ is smallest for an equal split, so unequal pairs must contribute substantially.

At 300 K this is about 65 times the 0.20 ps used for deuterium. The two times are not defined alike, however: 13 ps is the lifetime of the localized vibration, and only about 0.83 of a kick's energy stays in the hydrogen bond before that slow decay. With the kick definition for both isotopes, and deuterium's tail included to 2.5 ps, the factor is at most about 36. The 13 ps is an estimate of magnitude: processes with three phonons are left out, and a smaller slab gives 10 ps, a larger one 12 ps. The cubic force is also whatever the Keating form implies, and that form stiffens a bond on stretching. Its Grüneisen parameter for the zone-centre optical phonon is about $-0.7$, where real silicon has about $+1$. With cubic stretch terms that soften instead, the Si-Si one fitted to about $+1$, the lifetime is about 9 ps at 300 K. That shift matters: 8 ps lowers the even-ladder ratio at 10 nA, found later, from $2\times10^6$ to $3\times10^4$. Loss to vibrations of the oxide, which is held at rest here, is also left out. About 0.1% of the hydrogen bend's motion is on silicon atoms bonded to the oxide; if the oxide damped those atoms at 50 per ps, this path alone would give a lifetime of about 15 ps.

**Q.** A large factor in lifetime is not yet a factor in bond breaking. How do you get from one to the other?

**A.** Through a ladder. No single step supplies the barrier, so the bend must climb before it cools. A brief kick acts as $e^{ipx}\simeq1+ipx$, with $x$ now the ordinary displacement. Since $|\langle1|x|0\rangle|^2=1/(2m\omega)$, the pump rate from rung 0 to rung 1 is

$$P=\frac{\nu p^2}{2m\omega}.$$

I assume the same $\nu$ and $p^2$ for both isotopes, so $P_D=P_H\sqrt{m_H/m_D}\simeq0.71P_H$. For a harmonic bend, rates between rungs $v$ and $v+1$ are $(v+1)u$ upward and $(v+1)d$ downward, with

$$u=\frac{n_T}\tau+P,\qquad d=\frac{n_T+1}\tau+P,$$

where $n_T$ is the thermal occupation. The mean occupation obeys $\dot n=u(n+1)-dn=u-n/\tau$, because $d-u=1/\tau$. In the steady state

$$n=u\tau=n_T+P\tau,\qquad r=\frac ud=\frac n{n+1}.$$

Now let the bond break at rung $N$. Let $T_v$ be the mean time to get from $v$ to $v+1$ for the first time. With $u_v=(v+1)u$ and $d_v=vd$ the rates out of rung $v$,

$$T_v=\frac1{u_v}+\frac{d_v}{u_v}T_{v-1}.$$

The first term is the waiting time without setbacks; the second counts the falls, each of which must be climbed again. Multiply by $u_v\pi_v$, where $\pi_v=r^v$ satisfies $\pi_vd_v=\pi_{v-1}u_{v-1}$. Then $u_v\pi_vT_v=\pi_v+u_{v-1}\pi_{v-1}T_{v-1}$, which adds up to

$$T_v=\frac{\sum_{w\le v}r^w}{(v+1)u\,r^v}\simeq\frac{r^{-v}}{(v+1)u(1-r)} .$$

For small $r$ the last rungs dominate the total time. Replacing $v+1$ by $N$ there, the sum over $v$ supplies another $1/(1-r)$, and

$$R\simeq N\,u\,(1-r)^2\,r^{N-1}.$$

The lifetime sits inside $r$, and $r$ is raised to a high power.

**Q.** Put in a real current.

**A.** Take 10 nA through one bond at 300 K, a barrier of 1.5 eV, and one electron in ten exciting the bend. These are rough round values. The bend has two sideways directions; I follow one and give it all of this excitation. Then $P=0.1\times10^{-8}\,\mathrm A/e=6.2\times10^9$ per second.

For hydrogen the barrier is 19 equal rungs of $1.5/19=0.0789$ eV, for which $n_T=0.050$. The electrons add $P\tau_H=6.24\times10^9\times13.0\times10^{-12}=0.081$. So $n=0.131$, $r=0.116$ and $u=n/\tau_H=1.0\times10^{10}$ per second. The formula gives

$$R_H\simeq19\times1.0\times10^{10}\times0.78\times r^{18}\simeq2.0\times10^{-6}\ \mathrm{s^{-1}},$$

with $r^{18}\simeq1.4\times10^{-17}$. For this case the formula is within 1% of the full sum of passage times.

For deuterium there are 26 rungs, and the added occupation is $0.0009$ against a thermal $0.12$. The electrons hardly warm it. Its exchange with the lattice is so fast that climbing is no longer the bottleneck; crossing the barrier is. I therefore add to the climbing time the inverse of a simple crossing rate, $(\omega/2\pi)(1-r)r^N$: the attempt frequency times the population of the top rung. This joining of two limits is an approximation. It gives $1.9\times10^{-6}$ per second for hydrogen and $8\times10^{-13}$ for deuterium, a ratio of about $2\times10^6$.

**Q.** Is all of that due to the lifetime?

**A.** No. At equal $\tau$, $\Delta E=\nu p^2\tau/2m$ is already half as large for deuterium. To isolate this, I gave deuterium hydrogen's 13 ps and kept its mass, pump rate and rungs. The second column below is the full model with even rungs, the third has that artificial lifetime, and the fourth uses narrowing rungs in the full model.

| Current (nA) | H/D, full | H/D, equal lifetime | H/D, narrowing |
|---:|---:|---:|---:|
| 1 | 1.8 | 4.4 | 3.2 |
| 3 | 140 | 49 | 15 |
| 10 | $2\times10^6$ | $3\times10^3$ | 500 |
| 30 | $5\times10^{11}$ | $3\times10^4$ | $7\times10^4$ |

At 10 nA, mass alone accounts for about $3\times10^3$, and the short lifetime supplies a further factor of about 800. At 1 nA the short lifetime reduces deuterium's advantage.

**Q.** How can fast cooling ever hurt?

**A.** The contact that removes quanta also supplies thermal ones. Without electrons, $u=n_T/\tau$, and a slowly exchanging bond waits long for each upward step. With even rungs and no current the model's ratio is 0.12: deuterium breaks faster. Hydrogen becomes the faster one above about 0.8 nA.

That reversal depends on the even ladder. With narrowing rungs the ratio is already above one at 0.001 nA, the lowest current I examined; the output line that names 0.001 nA as the crossing means only this. So the protection I claim is protection against electronic heating, not a general strengthening of the bond.

**Q.** Why do narrowing rungs change so much?

**A.** A real bond softens as it approaches breaking. I let the spacing fall linearly to nearly zero at the barrier. Hydrogen's spacing reaches the phonon band when it has dropped to $520/650=0.80$ of its initial value. The energy still to climb scales as the square of the spacing, so this happens after $1-0.80^2=0.36$ of the barrier. From there on hydrogen can also emit single phonons. I gave those rungs a lifetime $2\tau_D$, for the following reason. If the coupling to the lattice scales with the bond's spring $k$, then in mass-weighted coordinates $c_q^2\propto k^2/m$. At a given frequency $k=m\omega^2$, so the weak-coupling $\gamma$ is proportional to $m$. With coupling this strong, that is only a rough guide: a hydrogen bend softened to 460 wavenumbers has half the weak-coupling $\gamma$ but a kick lifetime of 0.30 ps, or $1.5\tau_D$. The ratio at 10 nA hardly depends on the choice; it stays between 510 and 520 for one to four times $\tau_D$.

The lifetime advantage then acts only on roughly the lower third of the climb. Narrower rungs also hold more thermal quanta, beside which the electronic ones count less. At 10 nA, narrowing the rungs while keeping hydrogen's 13 ps on all of them lowers the ratio from $2\times10^6$ to about $9\times10^3$. The shorter lifetime inside the band then brings it to 500. That holds the in-band lifetimes constant; if for both isotopes they grow as the inverse or the inverse square of the spacing, the ratio is about 340 or 380. The pump rate and hydrogen's 13 ps above the band are held constant too; letting the pump grow as the inverse of the spacing, as $P\propto1/\omega$ suggests, raises the 500 to about 860.

**Q.** Which number should I compare with my devices?

**A.** None of them as a prediction. Spread over a rough bond area of 0.1 nm², 10 nA is 10 MA/cm². In a transistor the current runs along the interface, so the share of it that meets one bond is uncertain; a tunnelling tip can put nanoamperes through very few bonds. Reported gains in transistor lifetime from deuterium are, roughly, a factor of ten to some tens. The even ladder at 10 nA is far above that. Real bonds break its assumption of equal rungs, and you have seen what that does. Real electrons can also excite the stretch or break the bond through an excited electronic state. Neither route is in this model, and I cannot size their share from it.

The even-ladder ratio is also very sensitive. If the excitation by one electron in ten is shared equally between the bend's two sideways directions, and quanta in both count towards breaking, the ratio at 10 nA falls to about $3\times10^3$, and at 1 nA it is 0.4, still below one. At 10 nA, a hydrogen lifetime three times shorter gives 600, and one three times longer gives $2\times10^{11}$. Even the 12 ps of a larger slab would halve the ratio, and 18 hydrogen rungs instead of 19 would triple it. A barrier of 1.3 eV gives $4\times10^5$, and one of 1.7 eV gives $4\times10^7$. Only 90% of a kick's energy enters the localized hydrogen bend; lowering hydrogen's pump rate by that factor would cut the ratio to a third. At 400 K, with the hydrogen lifetime recalculated, it is about 240: there are more thermal quanta beside the electronic ones, and the hydrogen lifetime is shorter. By comparison, one bend's zero-point difference, 0.012 eV, could change the ratio at 300 K by a factor of about 1.6 if it were fully lost at the barrier top. If the barrier's curvature matches the hydrogen bend, tunnelling takes over below about 150 K, which is outside the case treated here.

**Q.** What experiment would test the mechanism rather than the number?

**A.** Vary the current at fixed temperature and electron energy, and compare the isotopes. If bend heating dominates, this model says the H/D ratio should grow with current over the range in the table. Growth alone would not single out the short deuterium lifetime, since the equal-lifetime column grows too. A ratio that stays flat while both breaking rates rise in proportion to the current would be consistent with bonds broken by single electronic events. If the rates themselves do not change with current, the breaking is thermal and the test says nothing about electrons. Tritium would be a second test, at least in principle: its bend also lies inside the band, so it should lose its energy quickly as well, although it is far from 460 wavenumbers. The numerical output below gives the remaining values.

## Computed values

```
Keating alpha, beta: 48, 8 N/m
bulk band top: 520.3 1/cm
bulk phonons at X: 197 197 393 393 482 482 1/cm
fitted bending spring: 23.46 N/m
H bend in large slab: 650.0 1/cm = 0.0806 eV
D bend from mass scaling: 459.8 1/cm = 0.0570 eV
D motion, strongest spectral peak: 435 1/cm
D sideways motion inside phonon band: 100.0 %
atoms in large, small slab: 433, 251
energy kept at 0.05 ps, H, D: 0.775, 0.744
energy kept at 0.1 ps, H, D: 0.697, 0.439
energy kept at 0.2 ps, H, D: 0.928, 0.067
energy kept at 0.5 ps, H, D: 0.817, 0.230
mean kept 0.5-1 ps, H, D (harmonic): 0.828, 0.0730
mass 1.008 u, scaled bend 650 1/cm, kept 0.8268
mass 1.250 u, scaled bend 584 1/cm, kept 0.7125
mass 1.500 u, scaled bend 533 1/cm, kept 0.4686
mass 2.014 u, scaled bend 460 1/cm, kept 0.1120
mass 3.016 u, scaled bend 376 1/cm, kept 0.0704
D on 1.8 times heavier Si (band top 388 1/cm), kept: 0.779
D energy lifetime, large, small slab: 0.1985, 0.2183 ps
D energy lifetime without oxide support: 0.1613 ps
D weak-coupling width, lifetime: 54.8 1/cm, 0.0969 ps
time/frequency integral check, ratio: 0.99996
H two-phonon lifetime at 0, 300 K: 25.08, 13.02 ps
H lifetime at 300 K, small slab: 10.42 ps
golden-rule check, motion/formula: 0.967
lifetime ratio H/D at 300 K: 65.6
barrier 1.5 eV, temperature 300 K, inelastic fraction 0.1
even rungs H, D: 19, 26
thermal occupation H, D: 0.0463, 0.1239
rate ratio H/D without current: 0.116
closed ladder formula/exact, 10 nA: 1.0074
1 nA: pump 6.24e+08 1/s, added quanta H 8.12e-03, D 8.76e-05
  rates H, D: 1.25e-12, 7.16e-13 1/s; H/D 1.75e+00
  H/D if D had H lifetime 4.36e+00; narrowing rungs 3.22e+00
3 nA: pump 1.87e+09 1/s, added quanta H 2.44e-02, D 2.63e-04
  rates H, D: 1.04e-10, 7.40e-13 1/s; H/D 1.40e+02
  H/D if D had H lifetime 4.90e+01; narrowing rungs 1.45e+01
10 nA: pump 6.24e+09 1/s, added quanta H 8.12e-02, D 8.76e-04
  rates H, D: 1.89e-06, 8.32e-13 1/s; H/D 2.27e+06
  H/D if D had H lifetime 2.89e+03; narrowing rungs 5.10e+02
30 nA: pump 1.87e+10 1/s, added quanta H 2.44e-01, D 2.63e-03
  rates H, D: 5.89e-01, 1.16e-12 1/s; H/D 5.08e+11
  H/D if D had H lifetime 2.61e+04; narrowing rungs 7.27e+04
100 nA: pump 6.24e+10 1/s, added quanta H 8.12e-01, D 8.76e-03
  rates H, D: 3.07e+05, 3.55e-12 1/s; H/D 8.64e+16
  H/D if D had H lifetime 3.57e+03; narrowing rungs 2.14e+07
current where H/D passes 1, even rungs: 0.79 nA
current where H/D passes 1, narrowing rungs: 0.001 nA
10 nA over 0.1 nm2: 10.0 MA/cm2
H/D at 10 nA, H lifetime /3, x3: 6.17e+02, 2.47e+11
H/D at 10 nA, 400 K: 2.39e+02
neglected zero-point difference: 0.0118 eV, rate factor 1.58
tunnelling onset if barrier curvature equals H bend: 149 K
```
